Why the clean Dirac-point conductivity depends on the order of limits

**Question**

I am computing the conductivity of a neutral two-dimensional Dirac sheet with four flavours (two spins, two valleys), no gap and no interactions. I expected one universal number for the clean system at zero temperature and zero frequency. If I give the states a small width η and set ω = 0, the Kubo formula gives 4e²/(πh), whatever η is. If I drop the width and let ω → 0 at the end, I get πe²/(2h). Neither result contains a small parameter that could explain the difference. Have I lost a factor, or is one limit illegitimate? And which number belongs to a real sample?

**Answer**

Both numbers are correct, and no factor is missing. The conductivity depends on ratios of three energies, ħω, kT and η, so it has no unique value when all three vanish. Your two numbers are also not the complete list: the six orders of limits give four different outcomes.

**The Kubo formula with level width**

Take H = ħv σ·k for each flavour, with velocity operator vσx. A field E₀cos ωt enters through a vector potential of amplitude E₀/ω. Its absorbing part has matrix elements eE₀v⟨m|σx|n⟩/(2ω). Multiply the golden-rule transition rate by ħω and equate the absorbed power to ½ Re σ E₀² times the area S:

Re σ = [πe²v²/(ωS)] Σₘₙ |⟨m|σx|n⟩|² (fₘ − fₙ) δ(Eₙ − Eₘ − ħω).

Write Ω = ħω and split the delta function into ∫dε δ(ε − Eₘ) δ(ε + Ω − Eₙ). Level broadening replaces each delta function by a Lorentzian of half width η,

L(y) = (η/π)/(y² + η²),

which makes the spectral matrix A(ε) = L(ε − H). This is a constant self-energy −iη without vertex corrections, and it is a model assumption. With four flavours,

Re σ = 4πħe²v² ∫dε {[f(ε) − f(ε+Ω)]/Ω} ∫d²k/(2π)² Tr[σx A(ε) σx A(ε+Ω)].

The bands s = ±1 have energies sx, with x = ħvk, and projectors Pₛ = (1 + s σ·k̂)/2. If φ is the angle of k, then σx(σ·k̂)σx = σx cos φ − σy sin φ, so

Tr[σx Pₛ σx Pₛ′] = ½(1 + ss′ cos 2φ).

Its angular average is ½ for every pair of bands. The trace therefore averages to ½a(x,ε)a(x,ε+Ω), where a(x,ε) = L(x−ε) + L(x+ε).

The averaged momentum integral is ∫x dx/(2πħ²v²). The prefactor becomes 4πħe²v² · ½/(2πħ²v²) = e²/ħ = 2πe²/h. Hence Re σ = (e²/h)F, with

F = 2π ∫dε {[f(ε) − f(ε+Ω)]/Ω} K,
K = ∫₀^∞ x a(x,ε) a(x,ε+Ω) dx.

The velocity has cancelled. Rescaling all energies together leaves F unchanged, so F depends on Ω/η and kT/η alone.

**Frequency and temperature vanish before the width**

At Ω = 0, put z = ε + iη and g = 2z/(z² − x²). Since g = 1/(z−x) + 1/(z+x), we have a = −Im g/π, and therefore

a² = (|g|² − Re g²)/(2π²).

Use u = x², so that x dx = du/2. The second term needs

∫₀^∞ x g² dx = 2z² ∫₀^∞ du/(u − z²)² = −2.

For the first, take ε > 0 and write z² = p + iq, with p = ε² − η² and q = 2εη. Then

∫₀^∞ x|g|² dx = 2|z|² ∫₀^∞ du/[(u−p)² + q²]
= (2|z|²/q)[π/2 + arctan(p/q)]
= 2[(ε² + η²)/(εη)] arctan(ε/η).

The last line uses π/2 + arctan(p/q) = 2 arctan(ε/η), a double-angle identity. Combining the two integrals gives

K = (1/π²)[1 + (ε/η + η/ε) arctan(ε/η)],

which is even in ε. As ε → 0 the bracket tends to 2, so K = 2/π² and

F = 2π · 2/π² = 4/π.

The width cancels because the integral for K at ε = 0 comes from x of order η: there the weight x dx scales as η², while a² scales as 1/η². A sum over a full honeycomb lattice, with η equal to 0.02 of the hopping, gives 1.2740 against 4/π = 1.2732. This confirms the factor of two for the valleys as well; the factor of two for spin is put in by hand.

To see how cold "zero temperature" must be, expand for small y = ε/η:

(y + 1/y)(y − y³/3) ≈ 1 + 2y²/3, so K ≈ (2/π²)(1 + y²/3).

The thermal weight −∂f/∂ε gives ⟨ε²⟩ = π²(kT)²/3. Thus

F ≈ (4/π)[1 + π²(kT)²/(9η²)], for kT ≪ η.

The condition compares temperature with the level width, which itself becomes small in a clean sample.

**The width vanishes before the frequency**

For η → 0 at fixed Ω > 0, a(x,ε) becomes δ(x − |ε|), and

K = |ε| δ(|ε| − |ε+Ω|).

The argument vanishes at ε = −Ω/2: a state at −Ω/2 is excited to +Ω/2. Near that point the argument is −2ε − Ω, whose slope has magnitude 2. Hence K = (Ω/4)δ(ε + Ω/2), and

F = (π/2)[f(−Ω/2) − f(Ω/2)] = (π/2) tanh(ħω/4kT).

For kT ≪ ħω this is π/2. The number of available transitions grows as ω, while the factor 1/ω in the Kubo formula compensates it.

Between your two results there is a smooth crossover. At T = 0, numerical integration of F gives:

ħω/η = 0.1: F = 1.275
ħω/η = 1: F = 1.373
ħω/η = 2: F = 1.482
ħω/η = 5: F = 1.559
ħω/η = 30: F = 1.571

If ω and η go to zero together at fixed ratio, the corresponding intermediate value survives.

**Temperature vanishes last**

The clean formula above omits the response at ω = 0 of thermally excited carriers. For kT ≫ η and kT ≫ ħω, most of them have |ε| ≫ η. Consider first their transitions within one band. The overlap of two Lorentzians of half width η is a Lorentzian of half width 2η, so

K ≈ |ε|(2η/π)/(Ω² + 4η²).

The thermal average is ⟨|ε|⟩ = 2∫₀^∞ f dε = 2kT ln 2. Inserting it gives the intraband part of F,

F_intra ≈ 2 ln 2 (kT/η)/[1 + (ħω/2η)²].

If ω vanishes first, F grows as kT/η and diverges as η → 0. If η vanishes first, this peak narrows to a delta function at ω = 0: its integral over Ω from −∞ to ∞ is 4π ln 2 kT, independent of η. At any ω > 0 the interband term (π/2)tanh(ħω/4kT) is left, and it goes to zero as ω → 0.

The zero is reached under a strict condition. For ħω ≫ η the tail of the thermal peak is 8 ln 2 ηkT/(ħω)², so one needs ηkT ≪ (ħω)², not merely η ≪ ħω.

The six orders, with the quantity taken to zero first written first, are:

ω, T, η: F → 4/π
T, ω, η: F → 4/π
T, η, ω: F → π/2
η, T, ω: F → π/2
ω, η, T: F → ∞
η, ω, T: F → 0 for ω > 0; the delta peak at ω = 0 has a weight proportional to T and vanishes in the last step

**A second meaning of "broadening"**

A small rate may instead describe how slowly the field is switched on. This gives a different answer from level broadening, even without an oscillating field.

Let the vector potential A grow as exp(αt) along x in a clean sheet at T = 0. For charge −e, k becomes k + a x̂ with a = eA/ħ, and the field is E = −αA. The pseudospin s = ⟨σ⟩ obeys

ds/dt = 2v(k + a x̂) × s.

The filled lower band starts from s = −k̂. To first order in a, the change δs also grows as exp(αt), and x̂ × k̂ = sin φ ẑ, so

α δs = 2v k × δs − 2va sin φ ẑ.

Write δs = c t̂ + d ẑ with t̂ = (−sin φ, cos φ, 0). Since k̂ × t̂ = ẑ and k̂ × ẑ = −t̂,

αc = −2vkd,
αd = 2vkc − 2va sin φ.

Eliminating d gives c = 4v²ka sin φ/(4v²k² + α²), hence

δsx = −c sin φ = −4v²ka sin²φ/(4v²k² + α²).

For α → 0 this becomes −a sin²φ/k. A static uniform vector potential merely relabels momenta and carries no current; a finite sum from this term is an artefact of a momentum cutoff. Subtracting it leaves

a sin²φ α²/[k(4v²k² + α²)].

Now integrate over d²k/(2π)². The angle gives π and the radial integral is ∫₀^∞ dk/(4v²k² + α²) = π/(4vα), so the sum is aα/(16v). The current density is

j = −ev · aα/(16v) = −e²αA/(16ħ) = e²E/(16ħ).

Four flavours give e²/(4ħ) = πe²/(2h), for every α within the linear dispersion; on a lattice this requires ħα far below the hopping energy. For the neutral sheet at T = 0, a slow switch-on therefore cannot stand in for a finite lifetime of the electronic states.

**Numbers for a sample**

Take v = 10⁶ m/s and η = 1 meV, round values in the rough regime of clean encapsulated graphene. The level lifetime is ħ/(2η) = 0.33 ps. Compare dc with 10 THz, where ħω = 41.4 meV, holding η fixed.

At 1 K, kT = 0.086 meV. The low-temperature formula gives (4/π)(1 + π² × 0.086²/9) ≈ 1.28 at dc, and the full integral agrees: 1.28 e²/h, or 49.7 µS. At 10 THz, ħω/η is about 41 and the result is 1.57 e²/h, or 60.9 µS. The same model sheet thus shows both of your numbers.

At 300 K, kT = 25.9 meV. The thermal formula gives 2 ln 2 × 25.85 ≈ 35.8 at dc; the full integral gives 35.9 e²/h, or about 1390 µS. At 10 THz the interband part is (π/2)tanh(41.4/103.4) ≈ 0.60 and the thermal tail is roughly 35.8/(1 + 20.7²) ≈ 0.08; this is only an estimate, because kT is smaller than ħω here. Their sum, 0.68, is close to the full 0.69 e²/h, or 26.6 µS.

Real graphene is also not uniformly neutral. Charge puddles of roughly 10¹⁰ cm⁻² correspond to a chemical potential ħv√(πn) ≈ 11.7 meV, far above η. A uniform shift of this size, which estimates the effect but does not model a puddle network, raises the 1 K dc value from 1.28 to 11.7 e²/h. At 10 THz it changes 1.57 only to 1.55, because half the photon energy, 20.7 meV, still exceeds the shift. Against a uniform shift of this size the optical value is much the more robust of the two. It is not protected where the local shift approaches or exceeds 20.7 meV, since the interband transitions become blocked: at 1 K and 10 THz, F is 1.44 for a shift of 18 meV, 0.84 for 20.7 meV and 0.26 for 23 meV.

At 300 K, electron–electron collisions matter too. With a rough relative permittivity of 4, the Coulomb coupling is 0.55, and the order-of-magnitude collision energy (coupling)²kT is 7.7 meV. That exceeds η, so the 36 e²/h above is a property of the non-interacting model and could be too large by a factor of several or more; the estimate leaves the numerical prefactor of the collision rate open. At 1 K the same scale is 0.026 meV, well below η.

The dc calculation also assumes a sample much longer than ħv/η = 658 nm; 10 µm is 15 times longer. The dc field must stay well below η²/(eħv) ≈ 15 V/cm, at which an electron gains the energy η over the length ħv/η. This is necessary but not sufficient for the 1 K value: 15 V/cm drops 15 mV across 10 µm, and electrons that do not cool to the lattice can then heat far above 1 K. The field must also be small enough to keep their kT well below η.

A gap 2m changes the dc result as well. At zero energy H² = x² + m², so η² is replaced by η² + m² in the denominator of A, and the momentum integral gives F = (4/π)η²/(η² + m²). Disorder that requires vertex corrections lies outside this calculation.

For a uniform, gapless and neutral sheet of non-interacting electrons with a constant level width, compare the energies to choose a formula. Use 4/π when ħω and kT are both far below η, and π/2 when ħω is far above both η and kT. In graphene the second rule also needs ħω far below the hopping energy of about 3 eV, where the dispersion is linear: the clean nearest-neighbour honeycomb lattice exceeds π/2 by about 1% at 0.9 eV and by about 13% at 3.1 eV. Otherwise evaluate F at the actual ratios. The numerical output below lists the values for all six orders.

Table of computed values

```
Reference values, e^2/h: 4/pi = 1.27324, pi/2 = 1.57080
Honeycomb dc sum, eta = 0.02 hopping: 1.27403 e^2/h
Adiabatic switching, clean, T=0: 1.57080 e^2/h
Orders of limits (first to vanish first), F in e^2/h:
  omega, T, eta: omega=1e-05 kT=0.001 eta=1 F=1.27324
  T, omega, eta: omega=0.001 kT=1e-05 eta=1 F=1.27324
  T, eta, omega: omega=1 kT=1e-05 eta=0.001 F=1.57080
  eta, T, omega: omega=1 kT=0.001 eta=1e-05 F=1.57080
  omega, eta, T: omega=1e-05 kT=1 eta=0.001 F=1386.26365
  eta, omega, T: omega=0.01 kT=1 eta=1e-08 F=0.00448
T=0 crossover, F in e^2/h against hbar omega/eta:
  ratio   0.1: F = 1.27465
  ratio   0.5: F = 1.30525
  ratio   1.0: F = 1.37286
  ratio   2.0: F = 1.48179
  ratio   5.0: F = 1.55945
  ratio  10.0: F = 1.56925
  ratio  30.0: F = 1.57074
  ratio 100.0: F = 1.57079
Fixed T, eta->0, omega=2kT: F = 0.7260 e^2/h
kT=2000 eta, omega=2 eta: F = 1386.3 e^2/h
Example: v = 1.0e+06 m/s, eta = 1.0 meV
e^2/h = 38.740 uS; photon at 10 THz = 41.36 meV
Level lifetime hbar/(2 eta) = 0.329 ps
kT at 1 K = 0.0862 meV
     0 THz: 1.2834 e^2/h = 49.72 uS
    10 THz: 1.5708 e^2/h = 60.85 uS
kT at 300 K = 25.8520 meV
     0 THz: 35.9207 e^2/h = 1391.58 uS
    10 THz: 0.6872 e^2/h = 26.62 uS
Puddles of 1e+10 cm^-2 (rough): mu = 11.67 meV
  with this mu, 1 K, 0 THz: 11.7491 e^2/h
  with this mu, 1 K, 10 THz: 1.5543 e^2/h
Coulomb coupling at relative permittivity 4: 0.547
Collision scale coupling^2 kT: 0.0258 meV (1 K), 7.73 meV (300 K)
Length hbar v/eta = 658 nm; sample 10 um is 15.2 times longer
Nonlinear field scale eta^2/(e hbar v) = 15.2 V/cm
Hopping for a 0.142 nm bond: 3.09 eV; (photon/hopping)^2 = 1.8e-04
```
